# Onsager's Relation between Quantum-Oscillation Frequency and Extremal Fermi-Surface Area: verification in Python

```python
"""Onsager relation F = hbar*A_ext/(2*pi*e) for closed magnetic orbits.

A_ext : Fermi-surface section area, stationary along the field direction
F     : frequency of quantum oscillations in 1/B
Band  : fcc lattice, first- and second-neighbour hoppings t1, t2 (eV)
Inside the program k is in units 1/a (a = lattice constant), energy in eV,
and the scaled field is b = e*B*a^2/hbar. The field points along [111].
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

# ---------------------------------------------------------------- inputs
lattice = 3.6            # angstrom, rough value for copper
depth_gamma = 9.0        # eV, Fermi energy above the band bottom
depth_L = 0.25           # eV, Fermi energy above the level at L
field = 20.0             # tesla
cold, warm = 1.5, 300.0  # kelvin
free_path = 40.0         # nm, rough room-temperature value for copper
line_width = 20.0        # nm

flux_unit = const.hbar / const.e * 1e20                    # T angstrom^2
hbar2_over_m = const.hbar**2 / const.m_e / const.e * 1e20  # eV angstrom^2
k_boltzmann = const.k / const.e                            # eV/K

near = np.array([[0, 1, 1], [0, 1, -1], [1, 0, 1],
                 [1, 0, -1], [1, 1, 0], [1, -1, 0]]) / 2
bonds = np.vstack([near, np.eye(3)])    # one of each pair +R, -R

# ------------------------------------- hoppings from one electron per atom


def parameters(t2):
    t1 = (depth_gamma - depth_L) / 12 - t2
    return t1, 6 * t2 + depth_L


def filled_fraction(t2, points=400):
    """Filled part of the band; the kz integral is done analytically."""
    t1, level = parameters(t2)
    c = np.cos((np.arange(points) + 0.5) * np.pi / points)
    cx, cy = c[:, None], c[None, :]
    quadratic, linear = 4 * t2, 4 * t1 * (cx + cy)
    rest = level + 4*t1*cx*cy + 2*t2*(2*cx**2 + 2*cy**2 - 3)
    root = np.sqrt(np.maximum(linear**2 - 4 * quadratic * rest, 0))
    low = np.clip((-linear - root) / (2 * quadratic), -1, 1)
    high = np.clip((-linear + root) / (2 * quadratic), -1, 1)
    return 1 - np.mean(np.arccos(low) - np.arccos(high)) / np.pi


t2 = brentq(lambda t: filled_fraction(t) - 0.5, 0.005, 0.2, xtol=1e-12)
t1, fermi = parameters(t2)
hops = np.array([t1] * 6 + [t2] * 3)


def energy(k):
    return -2 * np.cos(k @ bonds.T) @ hops


def velocity(k):
    return 2 * (hops * np.sin(bonds @ k)) @ bonds


# independent count of filled states on a three-dimensional grid
g = (np.arange(70) + 0.5) * 2 * np.pi / 70
grid = np.stack(np.meshgrid(g, g, g, indexing="ij"), -1).reshape(-1, 3)
electrons = 2 * np.mean(energy(grid) < fermi)
assert abs(electrons - 1) < 6e-3
assert abs(fermi - energy(np.zeros(3)) - depth_gamma) < 1e-9

# ------------------------------------------------ sections normal to [111]
normal = np.ones(3) / np.sqrt(3)
ex = np.array([-2.0, 1.0, 1.0]) / np.sqrt(6)
ey = np.cross(normal, ex)
gamma_point = np.zeros(3)
L_point = np.pi * np.ones(3)
side_pocket = 2 * np.pi * np.array([-4.0, 2.0, 2.0]) / 3


def radii(centre, level, count=240):
    """First crossing of the energy surface along rays from the centre."""
    angle = 2 * np.pi * np.arange(count) / count
    rays = np.cos(angle)[:, None] * ex + np.sin(angle)[:, None] * ey
    r = np.linspace(0, 6.5, 66)
    above = energy(centre + r[None, :, None] * rays[:, None, :]) > level
    assert np.all(above.any(axis=1)) and not above[:, 0].any()
    first = above.argmax(axis=1)
    low, high = r[first - 1].copy(), r[first].copy()
    for _ in range(45):
        middle = (low + high) / 2
        outside = energy(centre + middle[:, None] * rays) > level
        high = np.where(outside, middle, high)
        low = np.where(outside, low, middle)
    return (low + high) / 2


def area(centre, level=fermi):
    return np.pi * np.mean(radii(centre, level)**2)


def area_slope(centre, step=0.005):
    return (area(centre, fermi + step) - area(centre, fermi - step)) / (2*step)


def area_curvature(centre, step=0.1):
    return (area(centre + step * normal) - 2 * area(centre)
            + area(centre - step * normal)) / step**2


orbits = {"belly": gamma_point, "neck": L_point}
areas = {name: area(c) for name, c in orbits.items()}
slopes = {name: area_slope(c) for name, c in orbits.items()}
bends = {name: area_curvature(c) for name, c in orbits.items()}
assert bends["neck"] > 0
scan = np.array([area(h * normal) for h in np.linspace(0, 0.5, 11)])
further_turns = int(np.sum(np.diff(np.sign(np.diff(scan))) != 0))

# --------------- equations of motion: real-space area, action and period


def follow_orbit(centre, slope, b):
    def rate(t, state):
        k, r = state[:3], state[3:6]
        v = velocity(k)
        in_plane = k - (k @ normal) * normal
        potential = 0.5 * b * np.cross(normal, r)
        swept = 0.5 * normal @ np.cross(r, v)
        return np.concatenate([-b * np.cross(v, normal), v,
                               [swept, (in_plane - potential) @ v]])

    def crossing(t, state):
        return (state[:3] - centre) @ ey
    crossing.direction = 1
    start = np.zeros(8)
    start[:3] = centre + radii(centre, fermi)[0] * ex
    run = solve_ivp(rate, (0, 2.5 * slope / b), start, method="DOP853",
                    rtol=1e-10, atol=1e-11, events=crossing)
    times, states = run.t_events[0], run.y_events[0]
    change = states[-1] - states[-2]
    return times[-1] - times[-2], change[6], change[7]


motion_error = 0.0
for name, centre in orbits.items():
    for b in (0.5, 1.3):
        period, real_area, action = follow_orbit(centre, slopes[name], b)
        assert abs(real_area * b**2 / areas[name] - 1) < 1e-6
        assert abs(action * b / areas[name] - 1) < 1e-6
        assert abs(period * b / slopes[name] - 1) < 3e-4
        motion_error = max(motion_error, abs(action * b / areas[name] - 1))

# ------- lattice Hamiltonian in a field, at zero wavevector along the field
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2
flat = primitive - (primitive @ normal)[:, None] * normal
cell = abs(np.cross(flat[0], flat[1]) @ normal)
zone = (2 * np.pi)**2 / cell


def lattice_levels(q):
    """All levels when the projected cell holds 1/q flux quantum."""
    phi, site = 2 * np.pi / q, np.arange(q)
    h = np.zeros((q, q), complex)
    for bond, hop in zip(bonds, hops):
        for sign in (1, -1):
            l = np.rint(np.linalg.solve(primitive.T, sign * bond)).astype(int)
            m, n = l[0] - l[2], l[1] - l[2]
            h[(site + m) % q, site] -= hop * np.exp(
                1j * phi * (n * site + m * n / 2))
    assert np.allclose(h, h.conj().T)
    return np.linalg.eigvalsh(h)


def energy_of_area(centre):
    nodes = np.linspace(energy(centre), fermi + 0.15, 160)
    values = np.array([0.0] + [area(centre, e) for e in nodes[1:]])
    return CubicSpline(values, nodes), values[-1]


ladders = [energy_of_area(gamma_point), energy_of_area(side_pocket)]


def area_rule_levels(q):
    found = []
    for (curve, largest), copies in zip(ladders, (1, 2)):
        steps = (np.arange(q) + 0.5) * zone / q
        found += [curve(steps[steps < largest])] * copies
    return np.sort(np.concatenate(found))


level_error, compared = {}, {}
for q in (200, 400):
    predicted = area_rule_levels(q)
    compared[q] = int(np.sum(predicted < fermi))
    gap = lattice_levels(q)[:compared[q]] - predicted[:compared[q]]
    level_error[q] = np.max(np.abs(gap))
    assert level_error[q] < 0.03 * zone / q / slopes["belly"]
assert level_error[200] / level_error[400] > 2.5
test_field = 2 * np.pi / 400 * flux_unit / (cell * lattice**2)

# -------- extremal sections: corrugated cylinder with exactly known levels
# E = (n + 1/2) B - 2 w cos k, mass 1; F = mu + 2w and F = mu - 2w
mu, w = 1.0, 0.1


def exact_oscillation(B):
    n = np.arange(int((mu + 2 * w) / B) + 2)
    edge = np.clip(((n + 0.5) * B - mu) / (2 * w), -1, 1)
    return B / (2*np.pi)**2 * np.sum(2*np.arccos(edge)) - mu / (2*np.pi)


def stationary_phase(B, harmonics=4000):
    r = np.arange(1, harmonics + 1)
    sign = np.where(r % 2, -1.0, 1.0)
    total = 0.0
    for F, bend in ((mu + 2*w, -4*np.pi*w), (mu - 2*w, 4*np.pi*w)):
        total += np.sum(sign / (np.pi * r)
                        * np.sqrt(2*np.pi*B / (r*abs(bend)))
                        * np.sin(2*np.pi*r*F/B + np.sign(bend)*np.pi/4))
    return B / (4 * np.pi**2) * total


sample = 1 / np.linspace(80.13, 110.37, 211)
exact = np.array([exact_oscillation(B) for B in sample])
asymptotic = np.array([stationary_phase(B) for B in sample])
count_error = np.sqrt(np.mean((exact - asymptotic)**2) / np.mean(exact**2))
assert count_error < 0.03

inverse = np.linspace(60, 200, 4001)
signal = np.array([exact_oscillation(1 / x) for x in inverse]) * inverse**1.5
signal = (signal - signal.mean()) * np.hanning(len(inverse))


def strength(f):
    return abs(np.sum(signal * np.exp(-2j * np.pi * f * inverse)))


def peak(low, high):
    f = np.linspace(low, high, 501)
    s = np.array([strength(x) for x in f])
    return f[s.argmax()], s.max()


peak_min, height_min = peak(0.7, 0.9)
peak_max, height_max = peak(1.1, 1.3)
mean_ratio = strength(mu) / min(height_min, height_max)
assert abs(peak_min - (mu - 2*w)) < 0.003
assert abs(peak_max - (mu + 2*w)) < 0.003
assert mean_ratio < 0.02

# ------------------------------- damping by temperature and by scattering
for s in (0.3, 0.7, 1.5):
    thermal = quad(lambda x: np.cos(s*x) / (4*np.cosh(x/2)**2), -60, 60,
                   limit=300)[0]
    assert abs(thermal - np.pi * s / np.sinh(np.pi * s)) < 1e-7
    broad = 2 * quad(lambda x: 1 / (np.pi * (1 + x*x)), 0, np.inf,
                     weight="cos", wvar=s)[0]
    assert abs(broad - np.exp(-s)) < 1e-6


def log10_thermal(temperature, spacing):
    x = 2 * np.pi**2 * k_boltzmann * temperature / spacing
    return (np.log(2*x) - x - np.log1p(-np.exp(-2*x))) / np.log(10)


# --------------------------------------- tunnelling between closed orbits


def barrier_action(band, level, stop):
    """Integral of the imaginary wavevector across the forbidden interval."""
    def height(x):
        return np.real(band(x, 0.0)) - level
    x = np.linspace(0, stop, 1501)
    above = np.array([height(p) > 0 for p in x])
    i = int(above.argmax())
    j = i + int((~above[i:]).argmax())
    assert i > 0 and j > i
    left, right = brentq(height, x[i-1], x[i]), brentq(height, x[j-1], x[j])
    node, weight = np.polynomial.legendre.leggauss(50)
    angle = (node + 1) * np.pi / 2
    total = 0.0
    for a, wt in zip(angle, weight):
        p = (left + right) / 2 - (right - left) / 2 * np.cos(a)
        kappa = brentq(lambda y: np.real(band(p, 1j * y)) - level, 0, 12)
        total += wt * np.pi/2 * kappa * (right - left)/2 * np.sin(a)
    return total


def square_band(x, y):
    return -2 * np.cos(x) - 2 * np.cos(y)


def lowest_square_level(q, shift):
    site = np.arange(q)
    h = np.diag(-2 * np.cos(2*np.pi*site/q + shift)).astype(complex)
    h[(site + 1) % q, site] -= np.exp(1j * shift)
    h[site, (site + 1) % q] -= np.exp(-1j * shift)
    return np.linalg.eigvalsh(h)[0]


log_width, log_tunnel = [], []
for q in (10, 16):
    edges = [lowest_square_level(q, s) for s in (0.0, np.pi / q)]
    phi = 2 * np.pi / q
    log_width.append(np.log(abs(edges[1] - edges[0])))
    log_tunnel.append(np.log(phi) - barrier_action(
        square_band, np.mean(edges), 2 * np.pi) / phi)
width_change = log_width[1] - log_width[0]
tunnel_change = log_tunnel[1] - log_tunnel[0]
assert abs(tunnel_change / width_change - 1) < 0.03

# ------------------------------------------------------- worked example
scaled_field = field * lattice**2 / flux_unit
result = {}
for name, centre in orbits.items():
    action = barrier_action(
        lambda x, y, c=centre: energy(c + x * ex + y * ey), fermi, 10.2)
    A = areas[name] / lattice**2
    F = flux_unit * A / (2 * np.pi)
    spacing = 2 * np.pi * scaled_field / slopes[name]
    mass = hbar2_over_m * slopes[name] / lattice**2 / (2 * np.pi)
    result[name] = dict(A=A, F=F, spacing=spacing, mass=mass,
                        tunnel=-2*action/scaled_field/np.log(10))
r = radii(gamma_point, fermi, 720)
angle = 2 * np.pi * np.arange(720) / 720
outline = r * np.exp(1j * angle)
perimeter = np.sum(abs(np.roll(outline, -1) - outline))
perimeter *= lattice / scaled_field / 10               # nm, real space
diameter = perimeter / np.pi
sphere_k = (12 * np.pi**2)**(1 / 3) / lattice
sphere_F = flux_unit * sphere_k**2 / 2

print(f"lattice constant: {lattice:.2f} angstrom")
print(f"Fermi energy above band bottom: {depth_gamma:.2f} eV")
print(f"Fermi energy above level at L: {depth_L:.2f} eV")
print(f"hopping t1: {t1:.4f} eV")
print(f"hopping t2: {t2:.4f} eV")
print(f"Fermi energy on the model scale: {fermi:.4f} eV")
print(f"electrons per atom, grid count: {electrons:.4f}")
print(f"field along [111]: {field:.1f} T")
print(f"hbar/(2 pi e): {flux_unit/(2*np.pi):.2f} T angstrom^2")
for name in orbits:
    v = result[name]
    print(f"{name} area: {v['A']:.4f} angstrom^-2")
    print(f"{name} frequency: {v['F']:.1f} T")
    print(f"{name} period in 1/B: {1/v['F']:.4e} 1/T")
    print(f"{name} F/B at the field: {v['F']/field:.1f}")
    print(f"{name} field step B^2/F: {1000*field**2/v['F']:.2f} mT")
    print(f"{name} cyclotron mass: {v['mass']:.3f} electron masses")
    print(f"{name} level spacing: {v['spacing']:.3e} eV")
    print(f"{name} d2A/dk_par2: {bends[name]:.3f} (no unit)")
    for T in (cold, warm):
        print(f"{name} log10 thermal factor at {T:.1f} K: "
              f"{log10_thermal(T, v['spacing']):.3f}")
    print(f"{name} log10 tunnelling probability: {v['tunnel']:.1f}")
print(f"further belly extrema, k_par to {0.5/lattice:.3f} 1/angstrom: "
      f"{further_turns}")
print(f"free-electron sphere frequency: {sphere_F:.1f} T")
print(f"belly/sphere frequency ratio: {result['belly']['F']/sphere_F:.4f}")
print(f"belly orbit perimeter: {perimeter:.1f} nm")
print(f"belly orbit mean diameter: {diameter:.1f} nm")
print(f"line width: {line_width:.1f} nm")
print(f"field for diameter = line width: {field*diameter/line_width:.0f} T")
print(f"assumed mean free path: {free_path:.1f} nm")
print(f"log10 scattering factor: "
      f"{-perimeter/(2*free_path)/np.log(10):.2f}")
print(f"free path for factor 0.1: {perimeter/(2*np.log(10)):.1f} nm")
print(f"trajectory action, largest relative error: {motion_error:.1e}")
print(f"field of finer lattice test: {test_field:.1f} T")
print(f"levels compared in finer test: {compared[400]}")
print(f"largest level error, finer test: {level_error[400]:.2e} eV")
print(f"belly spacing in finer test: {zone/400/slopes['belly']:.4f} eV")
print(f"level error ratio, field halved: "
      f"{level_error[200]/level_error[400]:.2f}")
print(f"cylinder peaks: {peak_min:.4f}, {peak_max:.4f} (model units)")
print(f"strength at mean area / weaker peak: {mean_ratio:.1e}")
print(f"counting formula rms relative error: {count_error:.4f}")
print(f"log band-width change: {width_change:.3f} exact, "
      f"{tunnel_change:.3f} tunnelling")
print("every check passed")
```

Running it gives:

```
lattice constant: 3.60 angstrom
Fermi energy above band bottom: 9.00 eV
Fermi energy above level at L: 0.25 eV
hopping t1: 0.6464 eV
hopping t2: 0.0828 eV
Fermi energy on the model scale: 0.7467 eV
electrons per atom, grid count: 1.0006
field along [111]: 20.0 T
hbar/(2 pi e): 10475.77 T angstrom^2
belly area: 5.7691 angstrom^-2
belly frequency: 60435.7 T
belly period in 1/B: 1.6547e-05 1/T
belly F/B at the field: 3021.8
belly field step B^2/F: 6.62 mT
belly cyclotron mass: 2.211 electron masses
belly level spacing: 1.047e-03 eV
belly d2A/dk_par2: -1.805 (no unit)
belly log10 thermal factor at 1.5 K: -0.367
belly log10 thermal factor at 300.0 K: -208.657
belly log10 tunnelling probability: -588.7
neck area: 0.2639 angstrom^-2
neck frequency: 2764.1 T
neck period in 1/B: 3.6179e-04 1/T
neck F/B at the field: 138.2
neck field step B^2/F: 144.71 mT
neck cyclotron mass: 1.342 electron masses
neck level spacing: 1.726e-03 eV
neck d2A/dk_par2: 19.654 (no unit)
neck log10 thermal factor at 1.5 K: -0.148
neck log10 thermal factor at 300.0 K: -125.658
neck log10 tunnelling probability: -2183.6
further belly extrema, k_par to 0.139 1/angstrom: 0
free-electron sphere frequency: 61242.3 T
belly/sphere frequency ratio: 0.9868
belly orbit perimeter: 2811.8 nm
belly orbit mean diameter: 895.0 nm
line width: 20.0 nm
field for diameter = line width: 895 T
assumed mean free path: 40.0 nm
log10 scattering factor: -15.26
free path for factor 0.1: 610.6 nm
trajectory action, largest relative error: 4.6e-11
field of finer lattice test: 552.7 T
levels compared in finer test: 195
largest level error, finer test: 2.38e-04 eV
belly spacing in finer test: 0.0289 eV
level error ratio, field halved: 3.97
cylinder peaks: 0.8000, 1.2000 (model units)
strength at mean area / weaker peak: 1.0e-08
counting formula rms relative error: 0.0010
log band-width change: -7.184 exact, -7.203 tunnelling
every check passed
```
